# Why shrinking local wires stops reducing their RC delay

## Definitions and conventions

A local wire has width $w$, thickness $t=aw$ and length $L\gg w$. It runs from a driver of resistance $R_d$ to a gate of input capacitance $C_L$. Its own resistance and capacitance are

$$R_w=\frac{\rho L}{wt},\qquad C_w=cL ,$$

where $\rho$ is the resistivity and $c$ the capacitance per length. A generation step multiplies every dimension, including length, gaps and dielectric heights, by one factor $S<1$. The subscript 0 marks the unscaled wire, so $w=Sw_0$, $t=St_0$ and $L=SL_0$. The permittivity and $R_d$ stay fixed, and $C_L=SC_{L0}$. Neighbouring conductors are quiet and grounded, and inductance is neglected.

Delay means the area delay (Elmore delay) $T=\int_0^\infty[1-v(t')]\,dt'$, where $v$ is the output voltage after a unit step. The 50 % delay is the time at which $v=1/2$.

## What happens

**Capacitance.** Let $\phi$ be the potential with the wire at unit voltage and its surroundings grounded. Equating $\tfrac12 c$ to the field energy per length gives $c=\varepsilon\int|\nabla\phi|^2\,dA$. In the scaled structure the potential is $\phi(\mathbf r/S)$. The squared gradient gains a factor $1/S^2$ and the area a factor $S^2$, so $c$ is unchanged and $C_w\propto S$.

**Delay.** The output lies below the source by the sum of the voltage drops along the path. The time integral of each drop is a resistance times the charge that has passed through it, which is the final charge on all capacitance downstream. The driver passes $C_w+C_L$. A wire element at $x$, of resistance $(R_w/L)\,dx$, passes $c(L-x)+C_L$. Hence

$$T=R_d(C_w+C_L)+\frac{R_w}{L}\int_0^L[c(L-x)+C_L]\,dx
=R_d(C_w+C_L)+R_w\left(\frac{C_w}{2}+C_L\right).$$

For the bare wire, with $R_d=C_L=0$, this is $\tau=R_wC_w/2$.

The 50 % delay of the bare wire follows from the diffusion equation. Its slowest mode gives $1-v\approx(4/\pi)\exp[-\pi^2t'/(4R_wC_w)]$ at the far end. Setting this to $1/2$ gives

$$t_{50}\approx\frac{4}{\pi^2}\ln\frac{8}{\pi}\,R_wC_w\approx0.379\,R_wC_w .$$

Both measures are proportional to $R_wC_w$, so they scale alike.

**Scaling of the bare wire.** Inserting the scaled dimensions,

$$\tau=\frac{\rho\,c\,L^2}{2wt}=\frac{\rho\,c\,S^2L_0^2}{2S^2w_0t_0},
\qquad \frac{\tau(S)}{\tau(1)}=\frac{\rho(Sw_0)}{\rho(w_0)} .$$

The geometry cancels. At constant resistivity the wire's own delay does not improve; it stands still. If resistivity rises as the wire narrows, the delay rises by the same factor, although the wire has become shorter.

## Why resistivity rises

This section treats one cause, scattering at the surfaces. In real wires grain boundaries and liners contribute as well; see the last section. Take a free-electron metal with bulk resistivity $\rho_0$, mean free path $\ell$ and fully diffuse surfaces. An electron leaves a surface with no memory of the field. Along its path the field-induced part $g$ of the distribution relaxes towards its bulk value, $dg/ds=(g_{\rm bulk}-g)/\ell$, so $g=g_{\rm bulk}(1-e^{-s/\ell})$ at a distance $s$ from the last surface. Both $g_{\rm bulk}$ and the current carried are proportional to $u_x$, the direction cosine along the wire. Since $\langle u_x^2\rangle=1/3$,

$$\frac{\sigma}{\sigma_0}=\left\langle 3u_x^2\left(1-e^{-s/\ell}\right)\right\rangle ,$$

averaged over directions and over the cross-section.

**Wide wire, $w,t\gg\ell$.** Near one flat surface, electrons leaving it with normal direction cosine $u_z>0$ have $s=z/u_z$ at depth $z$. The conductivity deficit, integrated over depth, is

$$\int_0^\infty\! dz\,\left\langle3u_x^2e^{-z/(u_z\ell)}\right\rangle_{u_z>0}
=3\ell\,\langle u_x^2u_z\rangle_{u_z>0}
=\frac{3\ell}{4\pi}\int_0^{2\pi}\!\cos^2\varphi\,d\varphi\int_0^1\!\mu(1-\mu^2)\,d\mu
=\frac{3\ell}{16}.$$

Each surface therefore acts, to first order, as if a layer of thickness $3\ell/16$ did not conduct. The perimeter is $2(w+t)$, so the lost fraction of the conductivity is $(3\ell/16)\,2(w+t)/(wt)=(3\ell/8)(1/w+1/t)$. To the same order the resistivity rises by this fraction:

$$\rho=\rho_0\left(1+\frac{b}{w}\right),\qquad b=\frac38\left(1+\frac1a\right)\ell .$$

**Narrow wire, $w\ll\ell$.** Now $1-e^{-s/\ell}\approx s/\ell$ for nearly all directions, and $s$ is proportional to $w$ at fixed shape. The exceptions lie within an angle of order $w/\ell$ of the axis. Their solid angle is of order $(w/\ell)^2$, too small to affect the leading term. Thus

$$\rho\to K\,\frac{\rho_0\ell}{w},$$

where $K$ depends on the aspect ratio and is 0.653 for $a=2$. The first-order law has the same form in this limit, but with coefficient $b/\ell=0.5625$. For $a=2$ it gives the right trend and reads low.

With the first-order law the bare delay is proportional to $1+b/(Sw_0)$. Its local exponent is

$$\frac{d\ln\tau}{d\ln S}=\frac{-b/(Sw_0)}{1+b/(Sw_0)}=-\frac{b}{w+b}.$$

This runs from 0 for wide wires, through $-1/2$ at $w=b$, to $-1$ for narrow ones, where $\tau\propto1/S$.

## Why a driven wire first gains and then loses

In the driver term both capacitances shrink with $S$. In the wire term, $R_w=\rho L_0/(Sw_0t_0)$ multiplies a capacitance proportional to $S$, so the two factors of $S$ cancel. This leaves

$$T(S)=AS+B\left(1+\frac{b}{Sw_0}\right),$$

$$A=R_d(cL_0+C_{L0}),\qquad
B=\frac{\rho_0L_0}{w_0t_0}\left(\frac{cL_0}{2}+C_{L0}\right).$$

The favourable scaling belongs to $AS$. Setting $dT/dS=A-Bb/(S^2w_0)$ to zero gives

$$S^*=\sqrt{\frac{Bb}{Aw_0}},\qquad T(S^*)=B+2\sqrt{\frac{ABb}{w_0}} .$$

The second derivative, $2Bb/(S^3w_0)$, is positive, so this is a minimum. There the driver term $AS$ equals the surface-scattering term $Bb/(Sw_0)$. The minimum is reached by shrinking only if $Bb<Aw_0$; otherwise the starting wire is already past it. With $b=0$ there is no turning point, and $T$ falls steadily towards $B$.

## How large the effect is

Take round model parameters: $w_0=80$ nm, $t_0=160$ nm, $L_0=100$ µm, $\rho_0=20$ nΩ·m, $\ell=40$ nm, relative permittivity 3, $R_d=1$ kΩ and $C_{L0}=2$ fF. Then $b=\frac38\times1.5\times40=22.5$ nm.

The wire sits in a grounded channel with side gaps $w$ and vertical gaps $2w$. A numerical solution of Laplace's equation gives $c/\varepsilon=7.46$ on the finest mesh, or $c=0.198$ fF/µm and $cL_0=19.8$ fF. Wires of 20, 40 and 80 nm on one mesh give 7.49, 7.47 and 7.46. Since $c$ is scale invariant, this spread is discretisation error. It shrinks as the wire spans more cells and points to a limit near 7.45.

In units where kΩ times fF is ps,

$$A=1\times(19.82+2)=21.8\ \text{ps},\qquad
B=\frac{20\times100}{80\times160}\,(9.91+2)=1.86\ \text{ps}.$$

The first-order law gives these area delays in ps:

| $w$ (nm) | bare wire | driven wire | driven, $\rho=\rho_0$ |
|---:|---:|---:|---:|
| 80 | 1.98 | 24.20 | 23.68 |
| 40 | 2.42 | 13.82 | 12.77 |
| 20 | 3.29 | 9.41 | 7.32 |
| 10 | 5.03 | 8.77 | 4.59 |
| 5 | 8.52 | 11.60 | 3.22 |

The bare wire becomes 4.3 times slower while its length falls sixteenfold. At constant resistivity it would stay at 1.55 ps. The driven wire gains 43 % in the first halving and 7 % in the third, then loses in the fourth. The last column keeps falling, which identifies the rise in resistivity as the cause of the upturn in this model.

The least delay lies at

$$S^*=\sqrt{\frac{1.861\times22.5}{21.82\times80}}=0.155,\qquad w=12.4\ \text{nm},\qquad T=8.62\ \text{ps}.$$

The least 50 % delay, 6.42 ps, falls at nearly the same width, 12.9 nm.

The full scattering average shows what the first-order law costs. Its resistivity is higher by 3.4 % at 80 nm and by 19.9 % at 5 nm, relative to the law. The excess must eventually settle at $0.653/0.5625-1\approx16\,\%$, the ratio of the narrow-limit coefficients. At 20 nm the exponent is $-0.60$ instead of $-0.53$. The least delay moves to 13.9 nm and 9.45 ps, so the gain ends somewhat earlier than the simple formula says.

## What to do about it

**Shorten without narrowing.** With the cross-section and gaps held fixed, $\rho$ and $c$ are constant and the bare delay falls as $L^2$. A 25 µm wire kept at $w=40$ nm has half the length of the 40 nm wire in the table, so its bare delay is $2.42/4=0.60$ ps, against 3.29 ps at 20 nm. With the same load, the driver term is the same for both, because their lengths are equal and $c$ depends only on the ratios of the cross-sectional dimensions. The price is half as many tracks per layer.

**Choose the metal by $\rho_0\ell$ as well as $\rho_0$.** The first-order law can be written $\rho=\rho_0+\frac38(1+1/a)\,\rho_0\ell/w$. For free electrons of mass $m$, density $n$, Fermi speed $v_F$ and relaxation time $\tau_r$, $\rho_0=m/(ne^2\tau_r)$ and $\ell=v_F\tau_r$. Their product $mv_F/(ne^2)$ does not contain $\tau_r$. Purer metal therefore lowers the first term but not the second, and its benefit fades in narrow wires. Within this law, a metal with higher $\rho_0$ but lower $\rho_0\ell$ becomes the better conductor below the width at which the two resistivity curves cross. That width is $\frac38(1+1/a)$ times the difference in $\rho_0\ell$ divided by the difference in $\rho_0$. It is only a first estimate, because the law is inexact in narrow wires and leaves out liners and grain boundaries, which differ between metals. For copper against ruthenium, cobalt or molybdenum, published values of $\rho_0$ and $\rho_0\ell$ put it at only about 1 to 3 nm, where the model no longer predicts a device. At practical widths the case for such metals rests on what the law omits, such as a thinner liner. They are also not free-electron metals, so their $\rho_0\ell$ must come from the band structure.

**Lower the permittivity.** This reduces $c$ and the bare delay in proportion at every size. It leaves the exponent of the bare delay unchanged.

**Insert repeaters once they pay.** Divide the wire into $N$ equal stages, each with driver resistance $R_d$ and load $C_L$. Adding the stage delays,

$$T_N=N\left[R_d\left(\frac{C_w}{N}+C_L\right)+\frac{R_w}{N}\left(\frac{C_w}{2N}+C_L\right)\right]
=R_dC_w+NR_dC_L+\frac{R_wC_w}{2N}+R_wC_L .$$

Going from $N=1$ to $N=2$ saves $R_wC_w/4$, half the bare delay, and costs $R_dC_L$. At 80 nm the saving is 0.99 ps and the cost 2 ps, so a repeater does harm. At 10 nm the saving is 2.52 ps and the cost 0.25 ps, and the total falls from 8.77 to about 6.5 ps. The ratio of saving to cost scales as $\rho/S$, hence as $1/S^2$ in the narrow limit. This estimate omits the repeater's output capacitance, its internal delay and the vias that connect it, all of which raise the cost. It also assumes that $R_dC_L$ shrinks in proportion to $S$. At 10 nm the net gain is $2.52-0.25\approx2.3$ ps, so omitted delays of that size cancel it.

## Where the estimate fails

Partly specular surfaces reduce $b$. Grain-boundary scattering and a resistive liner of fixed thickness are left out, and both add resistance. Neither is small in real copper wires. If the grains are about as large as the width, their boundaries add a term of the same $1/w$ form and of similar size to $b/w$. Since $S^*\propto\sqrt b$, this moves the turning point to wider wires. A liner produces an upturn even at constant resistivity, because the conducting area shrinks faster than $S^2$. The turning point at 12–14 nm therefore belongs to the model, and these effects place it at larger widths. The liner takes a growing share of the cross-section as the wire narrows, so the 5 nm row shows the trend of the model rather than a prediction for a device. The electrons are treated semiclassically, which requires $w$ to be much larger than the Fermi wavelength. If $R_d$ rises as transistors shrink, the early gain is smaller. It is lost once the driver term falls too slowly to offset the growth of the wire term, which happens at the latest when $R_d$ grows as $1/S$. The numerical output gives the remaining intermediate values.

## Numbers as computed

```
Start: w0 = 80 nm, t0 = 160 nm, L0 = 100 um
rho0 = 20 nOhm m, ell = 40 nm, eps_r = 3
Rd = 1 kOhm, CL0 = 2 fF, b = 22.5 nm
c/eps for w = 20 nm: 7.493
c/eps for w = 40 nm: 7.470
c/eps for w = 80 nm: 7.460
c = 0.1982 fF/um, c*L0 = 19.82 fF
Bare 50 % delay / (Rw*Cw) = 0.3787
Narrow-limit coefficient K = 0.6527, b/ell = 0.5625
b from integral at w = 8000 nm: 22.54 nm
rho at w = 20 nm: integral 48.23, sampling 48.25 nOhm m
First-order law: rho in nOhm m, Rw in Ohm, Cw in fF
w=80 nm L=100.00 um rho=25.62 Rw=200.2 Cw=19.816
w=40 nm L=50.00 um rho=31.25 Rw=488.3 Cw=9.908
w=20 nm L=25.00 um rho=42.50 Rw=1328.1 Cw=4.954
w=10 nm L=12.50 um rho=65.00 Rw=4062.5 Cw=2.477
w=5 nm L=6.25 um rho=110.00 Rw=13750.0 Cw=1.239
Bare wire: area delay and 50 % delay in ps (law), area (integral)
w=80 nm area=1.984 t50=1.503 full=2.050
w=40 nm area=2.419 t50=1.832 full=2.610
w=20 nm area=3.290 t50=2.492 full=3.734
w=10 nm area=5.031 t50=3.811 full=5.931
w=5 nm area=8.515 t50=6.450 full=10.207
Bare area delay at constant rho0: 1.548 ps
Driven wire: driver part, wire part, total, total at constant rho0, ps
w=80 nm driver=21.816 wire=2.384 total=24.200 const=23.677
w=40 nm driver=10.908 wire=2.907 total=13.815 const=12.769
w=20 nm driver=5.454 wire=3.954 total=9.408 const=7.315
w=10 nm driver=2.727 wire=6.047 total=8.774 const=4.588
w=5 nm driver=1.364 wire=10.234 total=11.597 const=3.224
Integral resistivity above first-order law, percent
w=80 nm rho=26.49 nOhm m excess=3.4 %
w=40 nm rho=33.72 nOhm m excess=7.9 %
w=20 nm rho=48.23 nOhm m excess=13.5 %
w=10 nm rho=76.62 nOhm m excess=17.9 %
w=5 nm rho=131.86 nOhm m excess=19.9 %
Exponent at w = 20 nm: law -0.529, integral -0.597
A = 21.816 ps, B = 1.861 ps
Least delay, formula: S* = 0.1549, w = 12.39 nm, T = 8.618 ps
Least delay, ladder: w = 12.39 nm, T = 8.618 ps
Least delay, integral: w = 13.92 nm, T = 9.446 ps
Least 50 % delay, law: w = 12.89 nm, T = 6.419 ps
```
